\section*{Why blackbody radiation carries four thirds of energy flux over temperature, part 2}

A heat engine rejects its waste heat through a black radiator at temperature $T$ facing cold, empty space. The question is which entropy flux belongs in the balance. Matter just inside the surface loses entropy at the rate $J_E/T$ per unit area, and this sets the radiator's area. The radiation just outside carries
\begin{equation}
J_S=\frac43\,\frac{J_E}{T}.
\label{eq:main}
\end{equation}
This holds for the one-way emission of a black surface, one that absorbs all radiation falling on it, summed over all frequencies. The difference, $J_E/(3T)$ per unit area and time, is produced in the act of emission.

The algebra uses atomic units with $\hbar=1$ and $k_B=1$, so a photon of frequency $\omega$ has energy $\omega$, and the speed of light is $c\approx137.04$. Numerical values are in eV, \AA\ and seconds, with entropies in units of $k_B$.

Equilibrium radiation in a cavity of volume $V$ has total energy $U=uV$ and total entropy $S=sV$. Here $u$, $p$ and $s$ are its energy density, pressure and entropy density, and $J_E$ and $J_S$ are the energy and entropy fluxes leaving a black surface. The pressure of isotropic radiation, the first law and a count of the radiation crossing a plane gave
\begin{equation}
\begin{gathered}
p=\frac u3,\qquad u=aT^4,\qquad s=\frac{4u}{3T},\\
J_E=\frac{cu}{4},\qquad J_S=\frac{cs}{4}=\frac{4J_E}{3T}.
\end{gathered}
\label{eq:recall}
\end{equation}
The constant $a$ is still unknown.

The worked example has $T=0.1$~eV, about 1160~K. There $J_E=6.418\times10^3$~eV/(\AA$^2$\,s), while $J_E/T=6.418\times10^4$, $J_S=8.557\times10^4$ and the production is $2.139\times10^4$, all three in $k_B/(\text{\AA}^2\,\mathrm s)$. As a check, $s$ was also computed by adding up heat over temperature while the cavity is warmed from zero temperature at fixed $V$.

\subsection{The entropy of one mode}

A mode of frequency $\omega$ containing $m$ photons has energy $m\omega$ above its ground state. With $x=\omega/T$ and $q=e^{-x}$, the equilibrium probabilities are proportional to $q^m$. Since $\sum_{m\ge0}q^m=1/(1-q)$, they are $P_m=(1-q)q^m$. The mean photon number follows from $\sum_m mq^m=q/(1-q)^2$:
\begin{equation}
n=\sum_m mP_m=\frac{q}{1-q}=\frac{1}{e^x-1}.
\label{eq:n}
\end{equation}
The entropy of the mode, called $\eta$, is obtained by inserting $\ln P_m=\ln(1-q)+m\ln q$:
\begin{align}
\eta&=-\sum_mP_m\ln P_m=-\ln(1-q)-n\ln q \nonumber\\
&=xn-\ln(1-e^{-x}).
\label{eq:eta}
\end{align}
Equation \eqref{eq:n} also gives $q=n/(1+n)$ and $1-q=1/(1+n)$. The first line of \eqref{eq:eta} then becomes
\begin{equation}
\eta(n)=(1+n)\ln(1+n)-n\ln n .
\label{eq:etan}
\end{equation}
Direct summation over photon numbers confirmed this form in a test at four values of $x$ between 0.1 and 10.

\subsection{The four thirds from counting modes}

There are two polarizations and $V\,d^3k/(2\pi)^3$ wavevectors in $d^3k$. With $d^3k=4\pi k^2dk$ and $k=\omega/c$, the number of modes per unit volume in $d\omega$ is
\begin{equation}
2\,\frac{4\pi k^2\,dk}{(2\pi)^3}=\frac{\omega^2\,d\omega}{\pi^2c^3}.
\end{equation}
Each mode contributes $\omega n$ to the energy and $\eta$ to the entropy. Substituting $\omega=Tx$,
\begin{align}
u&=\frac{T^4}{\pi^2c^3}\,I,\qquad
I=\int_0^\infty\frac{x^3\,dx}{e^x-1},
\label{eq:uI}\\
s&=\frac{T^3}{\pi^2c^3}\int_0^\infty
x^2\left[xn-\ln(1-e^{-x})\right]dx .
\label{eq:sI}
\end{align}
The first term in \eqref{eq:sI} gives $I$. The second is integrated by parts, with $x^2=d(x^3/3)/dx$. The boundary terms vanish, because $x^3\ln x\to0$ at small $x$ and $x^3e^{-x}\to0$ at large $x$. The derivative of $\ln(1-e^{-x})$ is $e^{-x}/(1-e^{-x})=n$, so
\begin{equation}
-\int_0^\infty x^2\ln(1-e^{-x})\,dx
=\frac13\int_0^\infty x^3n\,dx=\frac I3 .
\end{equation}
Hence $s=\frac43IT^3/(\pi^2c^3)=4u/(3T)$. Mode counting gives the thermodynamic result without using the pressure or the first law.

The integral $I$ fixes the constant. Expanding $1/(e^x-1)=\sum_{j\ge1}e^{-jx}$ and using $\int_0^\infty x^3e^{-jx}dx=6/j^4$ gives $I=6\sum_jj^{-4}$. The sum follows from the Fourier series of $y^2$ on $(-\pi,\pi)$. Its mean is $\pi^2/3$. Two integrations by parts give the cosine coefficients
\begin{equation}
\frac2\pi\int_0^\pi y^2\cos(jy)\,dy=\frac{4(-1)^j}{j^2}.
\end{equation}
The mean of $y^4$ is the squared mean of $y^2$ plus half the sum of the squared coefficients:
\begin{equation}
\frac{\pi^4}{5}=\frac{\pi^4}{9}+8\sum_{j\ge1}\frac1{j^4}
\quad\Longrightarrow\quad
\sum_{j\ge1}\frac{1}{j^4}=\frac{\pi^4}{90}.
\end{equation}
Thus $I=\pi^4/15$. With \eqref{eq:recall},
\begin{equation}
u=\frac{\pi^2T^4}{15c^3},\qquad
J_E=\frac{\pi^2T^4}{60c^2},\qquad
J_S=\frac{\pi^2T^3}{45c^2}.
\label{eq:const}
\end{equation}

\subsection{Limit of a finite box}

Replacing the mode sum by an integral assumes a large cavity. A periodic cube of edge $L$ tests this. Its free energy is
\begin{equation}
F=2T\sum_{\mathbf k\ne0}\ln\left(1-e^{-\omega/T}\right),
\end{equation}
where the factor 2 counts polarizations. The entropy is $-\partial F/\partial T$, and the pressure on one pair of faces is $-L^{-2}\,\partial F/\partial L_x$, with only the edge $L_x$ varied.

At $T=0.1$~eV and $L=2.48\times10^5$~\AA, the sums give $ST/U=1.3309$. Doubling the edge gives $1.3329$, closer to $4/3$. The pressure satisfies $pV/U=0.3333$ in both boxes. The reason is that every frequency is proportional to $1/L$ when all three edges are stretched together. At fixed photon numbers the energy then falls as $1/L$, so the pressures on the three pairs of faces add up to $U/V$, and in a cube they are equal.

The energy of the smaller box lies below the large-cavity value by a fraction $0.0014$. The size of this deficit can be traced to the missing wavevector $\mathbf k=0$. The integral treats it like its neighbours, with energy $\omega n\to T$ in each polarization, so it counts about $2T=0.2$~eV too much. The total energy $uV$ is about $131$~eV, and the estimated fraction is $0.0015$. In the larger box the volume is eight times as great; the estimate falls to $0.000191$, and the computed deficit is $0.000185$.

\subsection{One frequency at a time}

For a narrow band around $\omega$, the entropy carried per unit of energy over temperature is
\begin{equation}
r(x)=\frac{\eta}{xn}=1-\frac{\ln(1-e^{-x})}{xn}.
\label{eq:r}
\end{equation}
The logarithm is negative, so $r>1$ at every frequency. At large $x$ both $-\ln(1-e^{-x})$ and $n$ approach $e^{-x}$, and $r\approx1+1/x$. At small $x$, $xn\to1$ and $1-e^{-x}\approx x$, so $r\approx1-\ln x$, which grows without bound as $x\to0$.

The computed values are $3.47$ at $x=0.1$, $1.79$ at $x=1$, $1.32$ at $x=3$ and $1.10$ at $x=10$. The ratio passes through $4/3$ at $x\approx2.92$. The factor $4/3$ is thus the mean of $r(x)$ weighted with the emitted energy, $x^3n$. For a surface that emits only in a narrow band, but there as strongly as a black one, \eqref{eq:r} must be used instead. High-frequency radiation comes close to heat over temperature, while low-frequency radiation carries much more entropy for its energy.

\subsection{Two black bodies facing each other}

Let extended parallel black surfaces at $T_1$ and $T_2$ face each other across a vacuum gap that is wide compared with the thermal wavelengths. Radiation travelling in opposite directions occupies different modes. It comes from different bodies and is uncorrelated, so energy and entropy fluxes subtract separately. With $A=\pi^2/(60c^2)$, the net fluxes from body 1 to body 2 are
\begin{equation}
\Delta J_E=A(T_1^4-T_2^4),\qquad
\Delta J_S=\frac{4A}{3}(T_1^3-T_2^3).
\label{eq:net}
\end{equation}
Their ratio is not $4/(3T_1)$. Set $t=T_2/T_1$ and cancel the common factor $1-t$:
\begin{equation}
R=\frac{T_1\,\Delta J_S}{\Delta J_E}
=\frac43\,\frac{1-t^3}{1-t^4}
=\frac43\,\frac{1+t+t^2}{1+t+t^2+t^3}.
\label{eq:R}
\end{equation}
For $t\to0$ this is $4/3$, the case of cold vacuum. For $t\to1$ it is $\frac43\cdot\frac34=1$, the ordinary relation for heat flow. Close to equilibrium put $t=1-\delta$. To first order the numerator is $3(1-\delta)$ and the denominator $4(1-\frac32\delta)$, so $R\approx1+\delta/2$.

With $T_1=0.1$~eV and $T_2=0.099$~eV, $\delta=0.01$ and the computed ratio is $1.0050$. With $T_2=0.05$~eV, \eqref{eq:R} gives $\frac43\times1.75/1.875=1.244$, in agreement with the computed fluxes.

\subsection{Where the entropy is produced}

The matter of body 1 supplies entropy to its surface at the rate $\Delta J_E/T_1$, and the radiation carries away $\Delta J_S$. The production at this surface is the difference. From \eqref{eq:net},
\begin{align}
P_1&=\Delta J_S-\frac{\Delta J_E}{T_1}
=AT_1^3\left[\frac43(1-t^3)-(1-t^4)\right]\nonumber\\
&=\frac{AT_1^3}{3}\left(1-4t^3+3t^4\right)\nonumber\\
&=\frac{AT_1^3}{3}(1-t)^2(1+2t+3t^2).
\label{eq:P1}
\end{align}
The factorization is checked by multiplying $1-2t+t^2$ by $1+2t+3t^2$: the terms in $t$ and $t^2$ cancel, and $-4t^3$ and $3t^4$ remain. The result is positive for $t\ne1$, whether body 2 is colder or hotter. For $t=0$ it reduces to $J_E/(3T_1)$, the value for emission into cold vacuum.

Near equilibrium the production is of second order in the temperature difference, while the net fluxes are of first order. This is why heat over temperature becomes correct for small differences even though each one-way flux retains its factor $4/3$.

For $T_2=0.05$~eV the prefactor is $AT_1^3/3=2.139\times10^4$, in units of $k_B/(\text{\AA}^2\,\mathrm s)$ used for all productions here. The bracket is $0.25\times2.75=0.6875$, so $P_1=1.471\times10^4$. At the colder surface the radiation delivers $\Delta J_S$ and the matter takes up $\Delta J_E/T_2$:
\begin{align}
P_2&=\frac{\Delta J_E}{T_2}-\Delta J_S
=\frac{6.017\times10^3}{0.05}-7.488\times10^4\nonumber\\
&=4.546\times10^4 .
\end{align}
In this example absorption at the cold body produces about three times as much entropy as the exchange at the hot one. In the sum $P_1+P_2$ the radiative flux cancels, leaving $\Delta J_E(1/T_2-1/T_1)=6.017\times10^4$. An account of the two bodies alone therefore never needs the factor $4/3$; an account that places a boundary in the gap does.

For $T_2=0.099$~eV the production at body 1 falls to about $12.7$. For a hotter partner at $0.15$~eV it is $5.75\times10^4$, again positive.

The sign also holds mode by mode. Differentiating \eqref{eq:etan} gives
\begin{equation}
\eta'(n)=\ln\frac{1+n}{n},\qquad
\eta''(n)=-\frac{1}{n(1+n)}<0 .
\label{eq:concave}
\end{equation}
For equilibrium occupation $n_1$ at $T_1$, $(1+n_1)/n_1=e^{\omega/T_1}$, hence $\eta'(n_1)=\omega/T_1$. A concave curve lies below its tangent, so $\eta(n_2)\le\eta(n_1)+(\omega/T_1)(n_2-n_1)$. Rearranged,
\begin{equation}
\eta(n_1)-\eta(n_2)-\frac{\omega}{T_1}(n_1-n_2)\ge0 .
\end{equation}
The left side is the production at surface 1 from one pair of opposite modes.

\subsection{A gray surface}

Now let a smooth, uniform surface absorb and emit the fraction $\varepsilon<1$ of the blackbody value, independent of frequency, direction and polarization, and let it face cold vacuum. Such a surface reflects each incoming plane wave into a single outgoing one, and its emission into different outgoing modes is uncorrelated. The mean occupation of an outgoing mode is $N=\varepsilon n$. The field is still thermal noise: its phase is random, and its intensity $w$, measured in photons, has the exponential distribution $e^{-w/N}/N$. At given $w$ the photon number has a Poisson distribution. Averaging it, with $\int_0^\infty w^me^{-bw}dw=m!/b^{m+1}$ and $b=1+1/N$,
\begin{equation}
P_m=\int_0^\infty\frac{e^{-w/N}}{N}\,\frac{w^me^{-w}}{m!}\,dw
=\frac{N^m}{(1+N)^{m+1}} .
\end{equation}
This has the form $(1-q)q^m$ with $q=N/(1+N)$, so the entropy of the mode is $\eta(\varepsilon n)$.

The energy falls by the factor $\varepsilon$, but the entropy falls by less. Since $\eta$ is strictly concave and $\eta(0)=0$, its curve lies above the chord from zero to $n$, and $\eta(\varepsilon n)>\varepsilon\eta(n)$. Summing over the outgoing modes,
\begin{equation}
\frac{TJ_S}{J_E}>\frac43
\qquad(0<\varepsilon<1).
\end{equation}
For $\varepsilon=0.5$ the computed ratio is $1.57$. This value belongs to the idealized surface. The emissivity of a real smooth surface depends on angle and polarization and vanishes at grazing emission, so the same hemispherical emissivity gives a somewhat different ratio. Multiplying the blackbody entropy flux by the emissivity would therefore underestimate the entropy flux. Uniformity matters here: if half of the area is black and the other half a perfect mirror, in patches much larger than the wavelengths, the average emissivity is also $0.5$, but the ratio stays at $4/3$. The limit of equilibrium restores the black result: if the surroundings are also at $T$, reflection adds $(1-\varepsilon)n$ to the emitted $\varepsilon n$, and the outgoing occupation is $n$ again.

\subsection{Conditions on the distance}

The derivation counts freely travelling waves. The wavelength for $\omega=T$ is $2\pi c/T$. The smaller box above was chosen with $2\pi c/L=T/2$, so this wavelength is $L/2$, about $1.24\times10^5$~\AA\ at $0.1$~eV. When the gap between two real bodies falls below this length, fields bound to the surfaces begin to carry energy across it, and waves reflected between the bodies interfere if the surfaces are not black. For weakly absorbing dielectrics these effects are still small at a gap of $2\pi c/T$ and become substantial near $c/T$, about $2\times10^4$~\AA\ at $0.1$~eV. At such gaps the counting that gave $cu/4$ and $cs/4$ no longer describes the transfer, and \eqref{eq:main} cannot be taken over.

For the radiator at the start these conditions are met if its surface is black and faces cold, open space. At $T=0.1$~eV its area is set by $J_E/T=6.418\times10^4$, and the radiation beyond it carries $J_S=8.557\times10^4$, both in $k_B/(\text{\AA}^2\,\mathrm s)$. The remaining computed values are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
speed of light c = 137.0360 atomic units
temperature k_B T = 0.100 eV
temperature, converted = 1160.45 K
energy density u = 8.56346e-15 eV/A^3
pressure p = 2.85449e-15 eV/A^3
entropy density s = 1.14179e-13 k_B/A^3
s from heating at fixed V = 1.14180e-13 k_B/A^3
ratio p/u = 0.333333
ratio s T/u = 1.333333
energy flux J_E = 6.41815e+03 eV/(A^2 s)
entropy flux J_S = 8.55753e+04 k_B/(A^2 s)
J_E/T = 6.41815e+04 k_B/(A^2 s)
production J_S-J_E/T = 2.13938e+04 k_B/(A^2 s)
ratio J_S T/J_E = 1.333333
J_E, converted = 1.02830e+05 W/m^2
J_S, converted = 118.1495 W/(m^2 K)
box edge = 2.4797e+05 A
  box energy / large-cavity energy = 0.998570
  box S T/U = 1.330942
  box p V/U = 0.333333
box edge = 4.9594e+05 A
  box energy / large-cavity energy = 0.999815
  box S T/U = 1.332912
  box p V/U = 0.333333
one-frequency ratio at omega/T =  0.1: 3.47380
one-frequency ratio at omega/T =  1.0: 1.78813
one-frequency ratio at omega/T =  3.0: 1.32489
one-frequency ratio at omega/T = 10.0: 1.10000
one-frequency ratio is 4/3 at omega/T = 2.9174
second body k_B T2 = 0.050 eV
  net energy flux = 6.01701e+03 eV/(A^2 s)
  net entropy flux = 7.48784e+04 k_B/(A^2 s)
  net ratio T1 dJ_S/dJ_E = 1.244444
  production at body 1 = 1.47083e+04 k_B/(A^2 s)
  production at body 2 = 4.54619e+04 k_B/(A^2 s)
second body k_B T2 = 0.099 eV
  net ratio T1 dJ_S/dJ_E = 1.005008
  production at body 1 = 1.26658e+01 k_B/(A^2 s)
second body k_B T2 = 0.150 eV
  production at body 1 = 5.74959e+04 k_B/(A^2 s)
gray emitter, emissivity = 0.50
  ratio J_S T/J_E = 1.569772
\end{verbatim}
